# Confinement and superposition settings for density-functional tight-binding Slater-Koster tables

## What symmetry leaves to be tabulated

Place atom A and atom B a distance $R$ apart, with the $z$ axis pointing from A to B. If the potential is built from two spherical atoms, it is unchanged by rotations about $z$ and by the reflections $x\to-x$ and $y\to-y$. An integral whose integrand is odd under such a reflection vanishes, so $\langle s_A|H|p_{x,B}\rangle=0$ and $\langle p_{x,A}|H|p_{z,B}\rangle=0$. For an $s,p$ valence basis on two atoms of one element, four functions of $R$ survive:

$$ss,\qquad sp=\langle s_A|\cdot|p_{z,B}\rangle,\qquad pp\sigma,\qquad pp\pi .$$

Reflection in the midplane exchanges the atoms and reverses $p_z$, hence $\langle p_{z,A}|H|s_B\rangle=-\langle s_A|H|p_{z,B}\rangle$. Both $p_z$ orbitals point along $+z$, and outer radial lobes are positive.

For a bond along a unit vector $\mathbf d$, split each Cartesian axis into a part $d_i\mathbf d$ along the bond and a perpendicular rest. The rests have scalar products $\delta_{ij}-d_id_j$, so

$$\langle s_A|H|p_{i,B}\rangle=d_iH_{sp},\qquad
\langle p_{i,A}|H|p_{j,B}\rangle=d_id_jH_{pp\sigma}+(\delta_{ij}-d_id_j)H_{pp\pi}.$$

The overlap $S$ obeys the same rules. A Slater-Koster table is therefore a list of four overlaps and four Hamiltonian elements against $R$. Symmetry does not fix their values. For a given functional and a given atomic configuration (below, neutral silicon $3s^23p^2$, spherically averaged), they depend on the confinement radii, the confinement power, and the way two atomic potentials are combined.

## What the confinement setting does

The table is made from a pseudoatom: here an all-electron atom with an added confining potential, not an atom with its core replaced. In Hartree atomic units,

$$W(r)=\left(\frac r{r_0}\right)^n\ \text{hartree}.$$

Thus $r_0$ is the radius at which $W$ reaches 1 hartree. If a program writes $W=Cr^n$ instead, the same potential has $r_0=C^{-1/n}$ in atomic units.

The atom is treated as spherical, spin-unpolarized and non-relativistic, in the local density approximation (LDA). Write an orbital as $\phi=(u/r)Y_{lm}$. Since $\nabla^2\phi=[u''-l(l+1)u/r^2]\,Y_{lm}/r$, the Kohn-Sham equation becomes

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V_{KS}+W\right]u=\varepsilon u,\qquad V_{KS}=-\frac Zr+V_H+v_{xc}[n].$$

Far out, $W$ dominates and $u''\approx2Wu$. Put $u=e^{-Q}$. To leading order $Q'^2=2W$, because $Q''$ is small compared with $Q'^2$ at large $r$. Integrating $Q'=\sqrt2\,(r/r_0)^{n/2}$ gives

$$u\sim\exp\left[-\frac{\sqrt2\,r}{n/2+1}\left(\frac r{r_0}\right)^{n/2}\right].$$

For $n=2$ this is $\exp[-r^2/(\sqrt2\,r_0)]$, whereas a free bound orbital decays as $\exp(-\sqrt{-2\varepsilon}\,r)$. As $r_0\to\infty$ the free atom returns. As $n\to\infty$, $W$ becomes a hard wall at $r_0$.

Two runs may be made: one with a small $r_0$ for the valence orbitals, and one with a larger $r_0$ for the density that generates the pair potential. The first radius controls the range and shape of the basis, the second the potential in which the basis functions interact.

## Solving the pseudoatom

Multiply the radial equation by a test function $v$ that vanishes at both ends and integrate by parts. The boundary term drops out:

$$\tfrac12\int v'u'\,dr+\int v\left[\frac{l(l+1)}{2r^2}+V_{KS}+W\right]u\,dr=\varepsilon\int vu\,dr .$$

This form is symmetric in $u$ and $v$. For the numerical solution, map $x\in[-1,1]$ to

$$r(x)=\frac{L(1+x)}{1-x+2L/r_{\max}},$$

which places many points near the nucleus. Take as nodes $x_k$ the end points and the zeros of $P_N'$, where $P_N$ is a Legendre polynomial. The quadrature weights are $w_k=2/[N(N+1)P_N(x_k)^2]$. Expand $u$ in the polynomials $\ell_i$ that equal 1 at node $i$ and 0 at the others. With $dr=r'(x)\,dx$ and $D_{ki}=\ell_i'(x_k)$,

$$\int\frac{d\ell_i}{dr}\frac{d\ell_j}{dr}\,dr\approx K_{ij}=\sum_k\frac{w_k}{r'_k}D_{ki}D_{kj},\qquad \int \ell_i\ell_j\,dr\approx m_i\delta_{ij},\quad m_i=w_ir'_i .$$

Setting $c_i=\sqrt{m_i}\,u_i$ turns the problem into an ordinary symmetric one. Its matrix is $K_{ij}/(2\sqrt{m_im_j})$ plus the potential at each node on the diagonal. The end nodes are left out because $u$ vanishes there.

The density follows from the occupations $f_i$ as $4\pi r^2n=\sum_if_iu_i^2$. With $V_H=U/r$, Poisson's equation $\nabla^2V_H=-4\pi n$ becomes

$$-U''=4\pi rn,\qquad U(0)=0,\qquad U(r_{\max})=N_e .$$

The first condition keeps $V_H$ finite at the nucleus. The second says that all $N_e$ electrons lie inside $r_{\max}$. The same matrix $K$ solves this equation, with the known end value moved to the right-hand side:

$$\sum_jK_{ij}U_j=m_i\,4\pi r_in_i-K_{i,\rm end}N_e .$$

Start from a trial density, solve for the orbitals, mix 40% of the density change into the old density, and repeat until the density is stationary.

## Removing the confinement from the Hamiltonian

$W$ is a device for shaping orbitals and densities. It is not a force in the molecule or solid, so the element wanted is

$$H_{ab}=\langle a_A|T+V|b_B\rangle,$$

without $W$. No second derivative is needed, because the orbital's own equation gives

$$T\,b_B=(\varepsilon_b-V^{\rm orb}_B-W_B)\,b_B .$$

Here $V^{\rm orb}_B$ is the Kohn-Sham potential of the orbital run. Therefore

$$H_{ab}=\langle a_A|\,\varepsilon_b-V_B^{\rm orb}-W_B+V\,|b_B\rangle .$$

If one run supplies both orbitals and potential, and $V=V_A+V_B$, then $V_B$ cancels and $\langle a_A|\varepsilon_b-W_B+V_A|b_B\rangle$ remains. The term $-W_B$ stays in either case. It removes the confinement energy contained in $\varepsilon_b$.

This gives a useful test of an implementation. Since $T$ is Hermitian, applying it to the left orbital, with $\varepsilon_a$, $V_A^{\rm orb}$ and $W_A$, must give the same number. The $sp$ element is the informative case, because its two orbitals differ.

Diagonal elements are treated separately: they are set to the free-atom eigenvalues, so that separated atoms have their unconfined levels.

## Combining two atoms

Let $C$ be the nuclear plus Hartree potential of one atom. The two choices are

$$V_{\rm pot}=C_A+C_B+v_{xc}[n_A]+v_{xc}[n_B],\qquad
V_{\rm den}=C_A+C_B+v_{xc}[n_A+n_B].$$

The Coulomb parts agree because Poisson's equation is linear in the density. What differs is

$$D=V_{\rm den}-V_{\rm pot}=v_{xc}[n_A+n_B]-v_{xc}[n_A]-v_{xc}[n_B].$$

Its sign can be derived. Let $g(n)=-v_{xc}(n)>0$, and suppose that $g(n)/n$ decreases with $n$. Then

$$g(a+b)=a\,\frac{g(a+b)}{a+b}+b\,\frac{g(a+b)}{a+b}\le a\,\frac{g(a)}a+b\,\frac{g(b)}b=g(a)+g(b),$$

and so $D\ge0$. For LDA exchange, $g=(3n/\pi)^{1/3}$ and $g/n\propto n^{-2/3}$, so the condition holds. With VWN correlation included, the numerical check confirms $D>0$ on a grid of density pairs between $10^{-8}$ and $10^3$ bohr$^{-3}$. In this functional, potential superposition is too attractive compared with the potential of the summed density.

Two places show how large the effect can be:

- **Bond midpoint.** The densities are equal, and for exchange alone $v_x[2n]/(2v_x[n])=2^{1/3}/2\approx0.63$. The exchange potential of potential superposition is thus larger in magnitude than that of the summed density by the factor $2^{2/3}\approx1.59$.
- **Near nucleus B.** Here $n_A\ll n_B$. Density superposition adds about $v_{xc}'(n_B)\,n_A$, which is tiny. Potential superposition adds the whole of $v_{xc}[n_A]$, as if the dense core of B were absent.

A Hamiltonian element changes by $\langle a_A|D|b_B\rangle$. Its sign depends on the orbital product as well as on $D$, so a positive $D$ does not raise every element.

## Doing the two-centre integral

With the origin at the bond midpoint and $\rho$ the distance from the axis, set

$$z=\tfrac R2\cosh\mu\cos\nu,\qquad \rho=\tfrac R2\sinh\mu\sin\nu .$$

Then $r_A^2=\rho^2+(z+R/2)^2$. Using $\sinh^2\mu\sin^2\nu=(\cosh^2\mu-1)(1-\cos^2\nu)$, the terms combine into a square:

$$r_A^2=\tfrac{R^2}4\left(\cosh^2\mu+2\cosh\mu\cos\nu+\cos^2\nu\right).$$

Hence $r_A=\frac R2(\cosh\mu+\cos\nu)$, and likewise $r_B=\frac R2(\cosh\mu-\cos\nu)$. Half-angle formulas avoid the subtraction of nearly equal numbers close to B:

$$r_A=R\left(\sinh^2\tfrac\mu2+\cos^2\tfrac\nu2\right),\qquad r_B=R\left(\sinh^2\tfrac\mu2+\sin^2\tfrac\nu2\right).$$

The Jacobian of $(z,\rho)$ with respect to $(\mu,\nu)$ is

$$\tfrac{R^2}4\left(\sinh^2\mu\cos^2\nu+\cosh^2\mu\sin^2\nu\right)=\tfrac{R^2}4\left(\sinh^2\mu+\sin^2\nu\right).$$

Multiplication by $\rho$ gives the volume element

$$d^3r=\left(\tfrac R2\right)^3(\sinh^2\mu+\sin^2\nu)\sinh\mu\sin\nu\,d\mu\,d\nu\,d\varphi .$$

Because $\sinh^2\mu+\sin^2\nu=\cosh^2\mu-\cos^2\nu=4r_Ar_B/R^2$, the volume element cancels the $1/r$ singularities at both nuclei. Gauss-Legendre points in $\mu$ and $\nu$ then suffice.

The angular functions are $Y_s=1/\sqrt{4\pi}$, $Y_z=\sqrt{3/4\pi}\cos\theta$ and $Y_x=\sqrt{3/4\pi}\sin\theta\cos\varphi$. The $\varphi$ integral gives $2\pi$, or $\pi$ for the product of two $p_x$ functions. The factors that remain are

$$ss:\ \tfrac12,\qquad sp:\ \tfrac{\sqrt3}2\cos\theta_B,\qquad pp\sigma:\ \tfrac32\cos\theta_A\cos\theta_B,\qquad pp\pi:\ \tfrac34\sin\theta_A\sin\theta_B,$$

with $\cos\theta_A=(z+R/2)/r_A$, $\cos\theta_B=(z-R/2)/r_B$ and $\sin\theta_{A,B}=\rho/r_{A,B}$. They multiply the radial functions $u/r$, which are read off the interpolating polynomial of the atomic solution.

## Silicon: what each setting changes

Take $n=2$, $r_0=4$ bohr for the orbitals and $r_0=8$ bohr for the density. These radii are round choices, not optimized parameters. The atomic results are:

| Atom | $\varepsilon_{3s}$ (hartree) | $\varepsilon_{3p}$ (hartree) | $\langle r\rangle_{3p}$ (bohr) |
|---|---|---|---|
| free | −0.398 | −0.153 | 2.79 |
| $r_0=8$, $n=2$ | −0.242 | 0.028 | 2.38 |
| $r_0=4$, $n=2$ | 0.062 | 0.371 | 2.05 |
| $r_0=4$, $n=4$ | −0.115 | 0.186 | 2.08 |

The positive levels are no sign of unbound electrons: $W$ grows without limit, so every level of the confined atom is bound. The levels contain the mean value of $W$ and also the effect of compressing the atom. For $r_0=4$, $n=2$ the $3p$ level is still $+0.073$ hartree after $\langle W\rangle$ is subtracted. They also show why confined eigenvalues should not serve as diagonal elements: the $3s$–$3p$ separation is $0.371-0.062=0.309$ hartree in the orbital run, but $-0.153+0.398=0.245$ hartree in the free atom.

At $R=4.4$ bohr (2.33 Å) the two superpositions give:

| Element | $S$ | $H_{\rm pot}$ (hartree) | $H_{\rm den}$ (hartree) | change in size |
|---|---|---|---|---|
| $ss$ | 0.137 | −0.1333 | −0.1077 | −19% |
| $sp$ | −0.222 | 0.1795 | 0.1371 | −24% |
| $pp\sigma$ | −0.316 | 0.1988 | 0.1337 | −33% |
| $pp\pi$ | 0.089 | −0.0614 | −0.0475 | −23% |

The percentages are relative to $H_{\rm pot}$. For $ss$ the difference is $-0.10768+0.13334=0.0257$ hartree, and $0.0257/0.1333=19\%$. In electronvolts, the $ss$ element goes from −3.63 to −2.93 and the $pp\sigma$ element from 5.41 to 3.64.

In all four cases the change has the sign of $S$. This is what a positive $D$ gives when the regions that dominate the overlap also dominate $\langle a_A|D|b_B\rangle$. The Hamiltonian elements have the opposite sign to $S$, so their magnitudes fall.

The local potentials agree with the analysis. At the midpoint, potential superposition gives $v_{xc}=-0.725$ hartree and the summed density gives −0.448 hartree, a ratio of 0.62. At nucleus B, atom A adds −0.106 hartree in the first scheme and about $-10^{-6}$ hartree in the second.

Leaving $W_B$ in the Hamiltonian would add 0.071 hartree to the $ss$ element. The density-superposition value would become $-0.108+0.071=-0.037$ hartree, about a third of its proper size.

The decay laws above are asymptotic. They imply that at large distance confinement reduces overlaps, in relative terms, more and more as the distance grows. Near the bond length this need not hold: at 4.4 bohr the $pp\sigma$ overlap of the confined orbitals is about 5% larger in magnitude than that of the free ones, although the $ss$, $sp$ and $pp\pi$ overlaps are already 47%, 47% and 70% smaller. At 8 bohr the $ss$ overlap is 0.0231 with free orbitals and 0.0013 with confined ones. The two powers were compared only at 4.4 bohr. There, going from $n=2$ to $n=4$ in the orbital run alone ($r_0=4$ bohr, with the density run kept at $r_0=8$ bohr, $n=2$) changes the four elements $H_{\rm den}$ by at most about 2% of their $n=2$ values and the overlaps by up to 5% ($pp\pi$, from 0.0887 to 0.0843). This small effect should not be carried over to long range, where the decay law depends on $n$, nor to the density run: if that run also uses $n=4$, the four elements $H_{\rm den}$ grow in magnitude by about 5 to 11%.

## Choosing the settings

**Superposition.** For a given density run, density superposition uses the LDA potential that belongs to the summed atomic density. It is the consistent choice if the table is meant to approximate a Kohn-Sham Hamiltonian built from that density. Potential superposition needs no exchange-correlation evaluation for the pair, but it carries the error $D$. Neither choice includes charge transfer or the relaxation of the density on bonding.

Do not mix the two within one parameter set. A repulsive energy fitted with one table compensates for the band energies of that table. If the Hamiltonian elements change by 20 to 30%, it must be fitted again.

The relative difference depends on distance. For $ss$ it is 25% at 3 bohr, 11% at 6 bohr and about 5% at 8 bohr. An estimate for exchange makes this plausible. Since $g$ increases with density, $g(a+b)$ is at least $g$ of the larger density, so $D$ is at most $g$ of the smaller one, which falls with distance. The term $-W_B$ in $T\,b_B$ is common to both schemes, and at the midpoint it grows as $(R/2r_0)^n$.

**Orbital radius.** Reducing $r_0$ shortens the table and makes the basis more compact. It also alters the Hamiltonian elements. The $W_B$ term is comparable in magnitude with $H_{\rm den}$ already at 4.4 bohr (0.071 against 0.108 hartree for $ss$, 0.144 against 0.134 for $pp\sigma$), and at long range the orbital tails follow the confined decay law, not the free atom's. Vary $r_0$ against a quantity that the model should reproduce, such as a band structure from the same functional, and recompute the whole table each time. The analysis supplies no universal value.

**Density radius.** This radius enters through $V$ alone. It can be varied while the overlaps stay fixed, which separates its effect from that of the basis.

**Distance grid and cutoff.** With a spacing of 0.25 bohr, a cubic spline through the points from 3 to 10 bohr reproduced all twelve entries at 4.375 bohr to $2\times10^{-6}$ atomic units. The error grows towards the short end of the table: at 3.125 bohr the overlaps alone are off by about $3\times10^{-5}$. At 10 bohr the largest Hamiltonian element is still $4\times10^{-4}$ hartree, for $pp\sigma$. A cutoff should be judged by that element, not by $ss$, which is several times smaller.

**Basis for the pseudoatom.** If a program expands the pseudoatom in Gaussians, check the overlaps as well as the levels. For the atom with $r_0=4$ bohr, exponents spaced by a factor of 1.8 gave levels within $3\times10^{-5}$ hartree of the radial solution, but an overlap error of $2\times10^{-4}$. In a fixed potential an eigenvalue is of second order in an orbital error, while an overlap is of first order. A self-consistent level also shifts at first order through the potential, so this argument is only partial, but it shows that accurate levels do not guarantee accurate overlaps. A basis with valence exponents spaced by 1.5 and reaching lower values reduced the overlap error to $3\times10^{-6}$. In that basis, the independently computed Hamiltonian elements agreed to about $10^{-6}$ hartree for both superpositions.

## Where the table stops being adequate

That agreement measures numerical accuracy within the model, not accuracy for real silicon. The table omits three-centre terms, the shift of an atom's diagonal elements by its neighbours, and the overlap of valence orbitals with neighbouring cores. Strong charge transfer calls for a self-consistent charge correction. Spin polarization and heavy elements call for a different atomic equation. The sign of $D$ was established for the LDA. A functional that depends on density gradients needs its own check, because its potential at a point is not a function of the density there alone.

## Computed values

```
Si, LDA; r0 orbital 4.0 bohr, density 8.0 bohr, n = 2
radial order 110, r_max 40.0 bohr; two-centre points 90 x 90
atom: eps_3s, eps_3p (hartree); <r>_3s, <r>_3p (bohr)
  free       -0.39814  -0.15329   2.16298   2.79214
  r0=8 n=2   -0.24151   0.02791   2.05769   2.37853
  r0=4 n=2    0.06228   0.37111   1.88401   2.04995
  r0=4 n=4   -0.11491   0.18596   1.92059   2.07786
free-atom total energy -288.1984 hartree
Gaussian check, valence ratio 1.5: levels 6.2e-06 hartree
  total energy 1.3e-03 hartree
  ratio 2.2, r0=4: levels 2.2e-04 hartree, S 9.0e-04
  ratio 1.8, r0=4: levels 2.6e-05 hartree, S 2.1e-04
R = 4.4 bohr = 2.3284 angstrom; columns: ss, sp, pp-sigma, pp-pi
  S (no unit)             0.13736  -0.22162  -0.31638   0.08870
  H potential (hartree)  -0.13334   0.17946   0.19876  -0.06140
  H density (hartree)    -0.10768   0.13714   0.13367  -0.04749
  H den - pot (hartree)   0.02566  -0.04232  -0.06509   0.01391
  H potential (eV)         -3.628     4.883     5.409    -1.671
  H density (eV)           -2.930     3.732     3.637    -1.292
  den/pot - 1 (percent)    -19.24    -23.58    -32.75    -22.65
  W_B element (hartree)   0.07115  -0.13264  -0.14401   0.05691
  n=4: S (no unit)        0.13936  -0.22252  -0.32677   0.08434
  n=4: H density (Ha)    -0.10811   0.13511   0.13155  -0.04654
Gaussian pair check: S 3.0e-06 (no unit)
  H pot 1.0e-06, H den 1.3e-06 hartree
60 vs 90 points, max change 1.0e-11 (atomic units)
T left vs right, max change 3.6e-12 hartree
midpoint: n of one atom 0.03132 bohr^-3
  v_xc sum -0.72471, of summed density -0.44825 hartree
  ratio 0.6185
nucleus B: n_A 5.290e-04, n_B 1749.8 bohr^-3
  v_xc added: potential -0.10600, density -1.20e-06 hartree
table: R (bohr); S | H potential | H density (hartree)
  3.0 S     0.37183  -0.43913  -0.36537   0.30730
      pot  -0.35667   0.35426   0.24721  -0.20393
      den  -0.26590   0.24237   0.13266  -0.13821
  4.0 S     0.19258  -0.28883  -0.37228   0.13214
      pot  -0.18586   0.23262   0.23416  -0.08924
      den  -0.14642   0.17185   0.14811  -0.06638
  5.0 S     0.07679  -0.13628  -0.21975   0.04589
      pot  -0.07619   0.11324   0.14223  -0.03360
      den  -0.06391   0.09108   0.10443  -0.02746
  6.0 S     0.02424  -0.04916  -0.09275   0.01311
      pot  -0.02592   0.04469   0.06752  -0.01099
      den  -0.02301   0.03874   0.05584  -0.00967
  8.0 S     0.00131  -0.00329  -0.00785   0.00063
      pot  -0.00181   0.00401   0.00822  -0.00074
      den  -0.00172   0.00380   0.00771  -0.00071
 10.0 S     0.00003  -0.00010  -0.00029   0.00002
      pot  -0.00006   0.00017   0.00045  -0.00003
      den  -0.00006   0.00017   0.00044  -0.00003
spline, step 0.25 bohr, at 4.375 bohr: error 2.0e-06 (a.u.)
S at 8 bohr, free       0.02310  -0.08462  -0.15573   0.04548
S at 8 bohr, confined   0.00131  -0.00329  -0.00785   0.00063
```
